# Conductance Plateaus of a Pristine Zigzag Graphene Ribbon

**The system.** A graphene ribbon of period $a$ along its axis has $N\ge2$ zigzag rows. Row $m$ contains one atom $A_m$ and one atom $B_m$ per period. Each $A_m$ has two neighbours $B_m$, displaced by $\pm a/2$ along the axis; each $B_m$ has one neighbour $A_{m+1}$, straight across. There is one orbital per atom, with energy zero and hopping $-t$ between nearest neighbours ($t>0$). Electrons do not interact, the temperature is zero unless stated, and the leads continue the same ribbon. The Bloch phase per period is $k$, and $g=2\cos(k/2)$.

## (a) Subbands

*Find the quantisation condition at fixed $k$ in $0<k<\pi$, and write $|E|$ as a function of the transverse phase alone.*

**Answer.** Give each amplitude the phase factor $e^{ikx/a}$ of its axial position $x$. The two bonds inside a row then add to $e^{ik/2}+e^{-ik/2}=g$, and the bond across has weight 1. With $\varepsilon=E/t$, and the sign of all $B$ amplitudes reversed to absorb the minus sign of the hopping,
$$\varepsilon A_m=gB_m+B_{m-1},\qquad \varepsilon B_m=gA_m+A_{m+1},\qquad B_0=A_{N+1}=0 .$$
Multiply the first equation by $\varepsilon$ and insert the second:
$$\varepsilon^2A_m=(1+g^2)A_m+g(A_{m+1}+A_{m-1}).$$
For $m=1$ this form holds if a fictitious $A_0$ obeys $gA_0+A_1=0$, which expresses $B_0=0$. The trial solution $A_m=(-1)^m\sin[(N+1-m)s]$ satisfies $A_{N+1}=0$ and $A_{m+1}+A_{m-1}=-2\cos s\,A_m$. Hence
$$\varepsilon^2=1+g^2-2g\cos s,\qquad g=\frac{\sin Ns}{\sin (N+1)s},$$
the second relation being the condition on $A_0$. Reversing all $B$ amplitudes turns $\varepsilon$ into $-\varepsilon$, so levels come in pairs.

Let $\alpha=Ns$ and $\beta=(N+1)s$, so $\beta-\alpha=s$. Inserting $g=\sin\alpha/\sin\beta$ gives
$$\varepsilon^2\sin^2\beta=\sin^2\beta+\sin^2\alpha-2\sin\alpha\sin\beta(\cos\alpha\cos\beta+\sin\alpha\sin\beta).$$
Sharing the last term, $-2\sin^2\alpha\sin^2\beta$, between the two squares leaves
$$\sin^2\beta\cos^2\alpha+\sin^2\alpha\cos^2\beta-2\sin\alpha\cos\alpha\sin\beta\cos\beta=\sin^2(\beta-\alpha).$$
Therefore
$$|E|=t\,\frac{\sin s}{|\sin(N+1)s|}.$$

## (b) From bands to conductance

*Relate the conductance to the number of times the bands cross the level $E$.*

**Answer.** A right-moving mode has velocity $v=(a/\hbar)\,dE/dk$ and $dk/(2\pi a)$ states per unit length and spin. Their product is $dE/h$, independent of the band. If the reservoirs differ in energy by $eV$, each mode carries $2(e/h)eV$ with spin included, so
$$G=\frac{2e^2}{h}M(E),$$
where $M$ counts right-movers. The energies depend on $k$ through $\cos(k/2)$, so $E(-k)=E(k)$ and the slopes at $\pm k$ are opposite. Each crossing at $k$ in $(0,\pi)$ and its partner at $-k$ thus supply one right-mover, and $M$ is the number of crossings in $0<k<\pi$.

## (c) Counting channels

*Determine $M(E)$ for $0<|E|<t$, away from subband extrema.*

**Answer.** Take $E>0$; the pairing of levels covers $E<0$.

*Branches.* Differentiating $g(s)$ gives a fraction with denominator $\sin^2\beta$ and numerator
$$N\cos\alpha\sin\beta-(N+1)\sin\alpha\cos\beta=N\sin s-\sin\alpha\cos\beta .$$
Since $\sin\alpha\cos\beta=\tfrac12[\sin(2N+1)s-\sin s]$, the numerator is
$$\tfrac12[(2N+1)\sin s-\sin(2N+1)s]>0,\qquad 0<s<\pi .$$
The inequality follows by repeated use of $|\sin ns|\le|\sin(n-1)s|+\sin s$, strict at $n=2$. So $g$ rises with $s$ between the zeros of $\sin\beta$. Positive $g$ occurs on these branches:

- For $j=1,\dots,N-1$, $s$ runs from $j\pi/N$, where $g=0$, towards $(j+1)\pi/(N+1)$, where $g\to\infty$.
- For $j=0$, $s$ runs from 0, where $g=N/(N+1)$, towards $\pi/(N+1)$. Smaller $g$ requires $s=i\eta$.

In the last interval, up to $s=\pi$, $g$ is negative. Every $g>0$ thus gives $N$ values of $\cos s$, hence $N$ values of $\varepsilon^2$ and all $2N$ levels.

*Ends.* As $k$ falls from $\pi$ to 0, $g$ rises from 0 to 2. At $k=0$, $\varepsilon^2=5-4\cos s>1$, so every positive level ends above $t$.

*Branches $j\ge1$.* At the start $\beta=j\pi+s$, so $|\sin\beta|=\sin s$ and $\varepsilon=1$. The sign of $d\varepsilon/ds$ is that of $\sigma h$, where $\sigma=(-1)^j$ is the sign of $\sin\beta$ and
$$h=\cos s\sin\beta-(N+1)\sin s\cos\beta,\qquad h'=[(N+1)^2-1]\sin s\sin\beta .$$
Thus $\sigma h$ increases along the branch, from the initial value $-N\sin s\cos s$ with $s=j\pi/N$.

- If $j<N/2$, this value is negative. The energy first falls below $t$, passes one minimum $E_j$, and then rises above $t$. A level between $E_j$ and $t$ is crossed twice, a level below $E_j$ not at all.
- If $j\ge N/2$, the value is zero or positive. The energy rises from $t$ and gives no crossing.

*Branch $j=0$.* For real $s$, $h(0)=0$ and $h'>0$, so $\varepsilon$ rises with $s$ and hence with $g$. For $s=i\eta$,
$$g=\frac{\sinh N\eta}{\sinh(N+1)\eta},\qquad \varepsilon=\frac{\sinh\eta}{\sinh(N+1)\eta}.$$
The numerator of $dg/d\eta$ is $\tfrac12[(2N+1)\sinh\eta-\sinh(2N+1)\eta]<0$. Also $d\varepsilon/d\eta<0$, because $\tanh(N+1)\eta<(N+1)\tanh\eta$. Again $\varepsilon$ rises with $g$. This band climbs steadily from 0 at $k=\pi$ to above $t$ at $k=0$, and is crossed once. Altogether
$$M(E)=1+2\,\#\{j:\ 1\le j<N/2,\ E_j<|E|\}.$$
The number is odd: the edge-connected band supplies one channel, and each further subband supplies two, because in $0<k<\pi$ it is crossed once on either side of its minimum and each crossing, with its partner at $-k$, gives one right-mover.

## (d) Plateau edges

*Find the $E_j$, show that they are distinct, and obtain the limit of a wide ribbon.*

**Answer.** The minimum has $h=0$, or
$$\tan(N+1)s_j=(N+1)\tan s_j .$$
At $\beta=(j+\tfrac12)\pi$ one has $\sigma h=\cos s>0$ for $j<N/2$, so the root lies between $s=j\pi/N$ and $s=(j+\tfrac12)\pi/(N+1)<\pi/2$. Using $\sin^2\beta=\tan^2\beta/(1+\tan^2\beta)$,
$$\frac{E_j^2}{t^2}=\frac{\sin^2s_j\,[1+(N+1)^2\tan^2s_j]}{(N+1)^2\tan^2s_j}=\frac{\cos^2s_j+(N+1)^2\sin^2s_j}{(N+1)^2},$$
$$E_j=\frac{t}{N+1}\sqrt{1+N(N+2)\sin^2s_j}.$$
This increases with $s_j$, so the thresholds are distinct and $M$ runs through $1,3,5,\dots$ without a gap.

For $N\to\infty$ at fixed $j$, put $x_j=(N+1)s_j$. Then
$$\tan x_j=x_j,\qquad E_j\simeq\frac{t\sqrt{1+x_j^2}}{N+1}.$$
The thresholds shrink inversely with width.

## (e) Parity and its limits

*Explain the odd number without solving for the subbands. What happens as $E\to0$, and just above $t$?*

**Answer.** At $k=\pi$, $g=0$ and the ribbon falls into $N-1$ dimers, with levels $\pm t$, and two isolated edge atoms at zero. For $0<E<t$ there are $N+1$ levels below $E$. At $k=0$, $g=2$. If the largest amplitude is $A_m$, then $|\varepsilon B_m|=|2A_m+A_{m+1}|\ge|A_m|\ge|B_m|$, so $|\varepsilon|\ge1$; the same follows if it is $B_m$. No level lies between $-t$ and $t$, and since levels come in pairs, $N$ lie below $E$. Each crossing changes this number by one, so a net change of one requires an odd number of crossings.

As $E\to0$ the remaining channel lies near $k=\pi$. For $N\eta\gg1$, $g\simeq e^{-\eta}$ and
$$\frac{E}{t}\simeq(e^\eta-e^{-\eta})e^{-(N+1)\eta}=(1-g^2)g^N .$$
The amplitude on $A_m$ decays from the edge $m=1$, and its partner on $B_m$ from the other edge. Their overlap, and with it the velocity, becomes very small, but the velocity cancels from $G$. The conductance tends to $2e^2/h$ from both signs of $E$; the point $E=0$ is understood as this limit.

Just above $t$, below all positive levels at $k=0$, every branch starts under $E$ and ends over it, with one crossing each. Hence $M=N$, which is even for even $N$. The restriction $|E|<t$ is therefore needed.

## (f) A numerical conductance

*Derive a transmission formula that does not use the subbands, and apply it to $N=30$, $t=2.7$ eV, $a=0.246$ nm.*

**Answer.** Let $H_0$ be the Hamiltonian of one cell, $W_{L,R}$ its couplings into the leads, and $g_{L,R}$ the retarded Green functions of the isolated leads. An isolated-lead state $\varphi$ on the left produces
$$\psi_L=\varphi+g_LW_L\psi_C,\qquad \psi_R=g_RW_R\psi_C .$$
Inserting these in the cell equation $(E-H_0)\psi_C=W_L^\dagger\psi_L+W_R^\dagger\psi_R$ gives
$$\psi_C=\mathcal G W_L^\dagger\varphi,\qquad \mathcal G=(E-H_0-\Sigma_L-\Sigma_R)^{-1},\qquad \Sigma=W^\dagger gW .$$
Define $\Gamma=i(\Sigma-\Sigma^\dagger)$. Probability enters the right lead at the rate
$$\frac2\hbar\,\mathrm{Im}(\psi_R^\dagger W_R\psi_C)=\frac1\hbar\,\psi_C^\dagger\Gamma_R\psi_C .$$
Because $i(g_L-g_L^\dagger)=2\pi\delta(E-H_L)$, summing $\psi_C\psi_C^\dagger$ over lead states gives $\mathcal G\Gamma_L\mathcal G^\dagger\,dE/2\pi$. The rate per spin is $T\,dE/h$, with
$$T=\mathrm{Tr}(\Gamma_R\mathcal G\Gamma_L\mathcal G^\dagger).$$
The Hamiltonian is real and symmetric, so $\mathcal G$ and $\Gamma_{L,R}$ equal their transposes; transposing the product under the trace shows that $L$ and $R$ may be exchanged. Comparison with part (b) gives $G=(2e^2/h)T$, and $T=M$ when nothing scatters.

The self-energies follow by eliminating every second cell of a lead. If $D$ is the cell matrix, $P=H_{n,n+1}$ and $Q=H_{n,n-1}$ the blocks in the row of cell $n$ that act on its right and left neighbours, and $F=(E-D)^{-1}$, elimination gives
$$D\to D+PFQ+QFP,\quad P\to PFP,\quad Q\to QFQ .$$
The surface cell of the right lead gains $PFQ$ alone. An imaginary energy $10^{-7}t$ makes $P$ and $Q$ vanish after repeated doubling; the accumulated change of the surface cell is $\Sigma_R$. The left lead is treated likewise.

The ribbon is 6.25 nm wide between its edge atoms. The thresholds are roots of the condition in (d). For the first, the wide-ribbon estimate is $(2.7/31)\sqrt{1+4.4934^2}=0.401$ eV.

| $j$ | $E_j$ (eV) | wide-ribbon value (eV) |
|---|---|---|
| 1 | 0.3995 | 0.4009 |
| 2 | 0.6715 | 0.6785 |
| 3 | 0.9341 | 0.9537 |

Relative to $E_j$, the estimate is 0.4% high for the first threshold and 2% high for the third, where $s_j$ is less small.

At the centres of the first three plateaus the transmission formula gives:

| $E$ (eV) | $T$ | $G$ (μS) |
|---|---|---|
| 0.200 | 1.0000 | 77.48 |
| 0.536 | 3.0000 | 232.44 |
| 0.803 | 5.0000 | 387.40 |

The values of $T$ at $-E$ are the same. There are 15 plateaus below $t$, the last with 29 channels; at all their centres, for both signs of $E$, $T$ differs from the odd integer by at most $2\times10^{-5}$. At 2.713 eV, just above $t$, $T=30.000$.

## (g) What a device would change

*Estimate the effects of temperature, second-neighbour hopping, edge magnetism and a missing edge atom.*

**Answer.** *Temperature.* With $f(x)=1/(1+e^{x/k_BT_e})$ and chemical potential $\mu$, averaging $M$ over $-\partial f(E-\mu)/\partial E$ gives, far below $t$,
$$\bar M=1+2\sum_j[f(E_j-\mu)+f(E_j+\mu)].$$
The two terms come from $E>E_j$ and $E<-E_j$. At $T_e=300$ K, $k_BT_e=25.85$ meV, and a step has a 10–90% width of $2\ln9\,k_BT_e=0.114$ eV. The second plateau is 0.272 eV wide. A quarter of the way into it, at $\mu=0.4675$ eV, $\bar M=2.87$: the steps are rounded but remain separate.

*Second neighbours.* Add a second-neighbour matrix element $+t_2$ with $t_2=0.1$ eV, a rough size, opposite in sign to the nearest-neighbour element $-t$. The sign is a choice of the model: reversing it mirrors every energy below about the Dirac point and exchanges electrons and holes. In the infinite sheet the second-neighbour phase sum is the squared modulus of the nearest-neighbour phase sum, minus 3, since three two-step paths return to the start. The Dirac point, where the latter sum vanishes, moves to $-3t_2$. At $k=\pi$ the hops between rows cancel and those along a row add $2t_2\cos\pi=-2t_2$ to every atom. The edge levels stay degenerate, $t_2$ above the Dirac point. Near that point the argument of (e) survives: $N\pm1$ levels lie below $E$ at $k=\pi$ and $N$ at $k=0$.

Diagonalisation on a grid of $k$, scanned at 701 energies within 0.3 eV of the Dirac point, finds one or three channels. The energies with three lie between 0.03 and 0.10 eV. The number stays odd, but the first plateau is no longer uniform. The first threshold becomes 0.408 eV for electrons and 0.391 eV for holes, measured from the Dirac point.

*Edge magnetism.* An on-site repulsion of 2.7 eV, again a rough size, was treated in self-consistent mean field for the neutral ribbon, with opposite spin polarisation on the two edges. It opens a gap of 0.16 eV, so at zero temperature there is no channel for $|E|<0.08$ eV. The plateau is also changed above the gap. At $k=\pi$ the isolated edge atoms are shifted by half the repulsion times their spin polarisation, 0.277, that is to $\pm0.37$ eV. The upper edge band falls from there to its minimum at 0.08 eV and then rises again towards $k=0$. Between 0.08 and 0.37 eV it is crossed twice, and the channel number is even. In this approximation the first plateau is thus lost over most of its width. Correlation beyond mean field and the change of magnetism with doping are left out.

*A missing edge atom.* Removing one $A_1$ atom from the central cell gives $T=0.9998$, 2.994 and 4.955 at the three energies tabulated in (f). The loss is below 1% of the pristine value in each case. These energies are plateau centres. Close to a threshold the same defect can cost far more: at 0.929 eV, just below the third threshold, it removes most of one channel. Nor do these values determine the loss from many defects, whose waves interfere.

*The real case.* The values of $t$ and $a$ are typical of graphene; a width of 6 nm is narrow for a patterned ribbon, and a Fermi energy of 0.5 eV means strong doping. Real devices also break the assumption of reflectionless contacts. The first plateau corresponds to 12.9 kΩ; an added series resistance of 1 kΩ, chosen for illustration, would lower 77.5 μS to 71.9 μS. Phonons and extended edge roughness scatter as well. The plateaus are a prediction for short, clean ribbons with good contacts, at energies where neither interactions nor second-neighbour hopping reshape the edge band.

Numerical values quoted here were computed with a short program.
